# Embedded-atom forces and virial: effective pair terms and two-pass evaluation: verification in Python

```python
"""Embedded-atom forces and virial as effective central pair terms.

Energy: E = sum_i F_i(rho_i) + sum_{i<j} phi_ij(r_ij),
        rho_i = sum_{j != i} f_j(r_ij)   (f_j: density donated by atom j).
Result under test, with r_ij = r_i - r_j:
  S_ij = F_i'(rho_i) f_j'(r_ij) + F_j'(rho_j) f_i'(r_ij) + phi_ij'(r_ij)
  force on i = -sum_j S_ij r_ij/|r_ij|
  virial W = -sum_{i<j} S_ij (r_ij outer r_ij)/|r_ij| = -dE/d(strain)
The reference side is always a numerical derivative of the energy.
Units: eV and angstrom. Species 0 is A, species 1 is B.
"""
import numpy as np
from scipy.constants import e as CHARGE

R0, RC = 2.8, 5.0                       # reference distance and cutoff
DENS_AMP = np.array([0.08, 0.12])       # donated density (dimensionless)
DENS_BETA = np.array([4.0, 5.0])
PAIR_AMP = np.array([[0.20, 0.25], [0.25, 0.30]])
PAIR_BETA = np.array([[9.0, 9.5], [9.5, 10.0]])
EMB_C = np.array([2.0, 3.0])            # F = -C sqrt(rho) + D rho^2
EMB_D = np.array([0.0, 0.5])


def radial(r, amp, beta):
    s = np.clip((RC - r) / (RC - R0), 0.0, None)
    return amp * np.exp(-beta * (r / R0 - 1)) * s**3


def radial_slope(r, amp, beta):
    s = np.clip((RC - r) / (RC - R0), 0.0, None)
    return amp * np.exp(-beta * (r / R0 - 1)) * (
        -beta / R0 * s**3 - 3 * s**2 / (RC - R0))


def embed(rho, sp):
    return -EMB_C[sp] * np.sqrt(rho) + EMB_D[sp] * rho**2


def embed_slope(rho, sp):
    return -EMB_C[sp] / (2 * np.sqrt(rho)) + 2 * EMB_D[sp] * rho


def embed_curvature(rho, sp):
    return EMB_C[sp] / (4 * rho**1.5) + 2 * EMB_D[sp]


def minimum_image(d, cell):
    if cell is None:
        return d
    return d - np.round(d @ np.linalg.inv(cell)) @ cell


def density_and_pair_energy(pos, sp, cell=None):
    """Full-matrix sums taken straight from the definition."""
    d = minimum_image(pos[:, None, :] - pos[None, :, :], cell)
    r = np.sqrt((d**2).sum(-1))
    np.fill_diagonal(r, 2 * RC)         # removes the self term
    rho = radial(r, DENS_AMP[sp][None, :], DENS_BETA[sp][None, :]).sum(1)
    a, b = sp[:, None], sp[None, :]
    return rho, 0.5 * radial(r, PAIR_AMP[a, b], PAIR_BETA[a, b]).sum()


def energy(pos, sp, cell=None):
    rho, pair = density_and_pair_energy(pos, sp, cell)
    return embed(rho, sp).sum() + pair


def numerical_forces(pos, sp, cell=None, h=3e-5):
    out = np.zeros_like(pos)
    for idx in np.ndindex(*pos.shape):
        plus, minus = pos.copy(), pos.copy()
        plus[idx] += h
        minus[idx] -= h
        out[idx] = -(energy(plus, sp, cell) - energy(minus, sp, cell)) / (2*h)
    return out


def strained_energy(pos, sp, cell, strain):
    m = (np.eye(3) + strain).T
    return energy(pos @ m, sp, None if cell is None else cell @ m)


def numerical_virial(pos, sp, cell=None, h=1e-5):
    w = np.zeros((3, 3))
    for idx in np.ndindex(3, 3):
        eps = np.zeros((3, 3))
        eps[idx] = h
        w[idx] = -(strained_energy(pos, sp, cell, eps)
                   - strained_energy(pos, sp, cell, -eps)) / (2 * h)
    return w


def scatter(n, i, j, unit, coef_i, coef_j):
    force = np.zeros((n, 3))
    np.add.at(force, i, -coef_i[:, None] * unit)
    np.add.at(force, j, coef_j[:, None] * unit)
    return force


def two_pass(pos, sp, cell=None):
    n = len(pos)
    i, j = np.triu_indices(n, 1)
    d = minimum_image(pos[i] - pos[j], cell)
    r = np.sqrt((d**2).sum(1))
    near = r < RC
    i, j, d, r = i[near], j[near], d[near], r[near]
    a, b = sp[i], sp[j]
    # first pass: densities, plus the per-atom tensors for a one-pass virial
    rho = np.zeros(n)
    np.add.at(rho, i, radial(r, DENS_AMP[b], DENS_BETA[b]))
    np.add.at(rho, j, radial(r, DENS_AMP[a], DENS_BETA[a]))
    slope_i = radial_slope(r, DENS_AMP[a], DENS_BETA[a])   # f_i'
    slope_j = radial_slope(r, DENS_AMP[b], DENS_BETA[b])   # f_j'
    phi_slope = radial_slope(r, PAIR_AMP[a, b], PAIR_BETA[a, b])
    dyad = d[:, :, None] * d[:, None, :] / r[:, None, None]
    tensor = np.zeros((n, 3, 3))
    np.add.at(tensor, i, slope_j[:, None, None] * dyad)
    np.add.at(tensor, j, slope_i[:, None, None] * dyad)
    pair_tensor = (phi_slope[:, None, None] * dyad).sum(0)
    # atom loop
    fp = embed_slope(rho, sp)
    one_pass_virial = -(fp[:, None, None] * tensor).sum(0) - pair_tensor
    # second pass: effective pair slopes, forces, virial
    part_i, part_j = fp[i] * slope_j, fp[j] * slope_i
    s = part_i + part_j + phi_slope
    unit = d / r[:, None]
    return dict(i=i, j=j, r=r, unit=unit, rho=rho, fp=fp, slope_i=slope_i,
                slope_j=slope_j, phi_slope=phi_slope, part_i=part_i,
                part_j=part_j, s=s, tensor=tensor,
                force=scatter(n, i, j, unit, s, s),
                virial=-(s[:, None, None] * dyad).sum(0),
                one_pass_virial=one_pass_virial)


def vec(v):
    return " ".join(f"{x:.5f}" for x in v)


print(f"r0, cutoff (angstrom): {R0} {RC}")
print("density amplitudes A, B:", *DENS_AMP, " decay:", *DENS_BETA)
print("pair amplitudes AA, AB, BB (eV):", *PAIR_AMP[[0, 0, 1], [0, 1, 1]])
print("pair decay AA, AB, BB:", *PAIR_BETA[[0, 0, 1], [0, 1, 1]])
print("embedding C of A, B (eV):", *EMB_C, " D of A, B (eV):", *EMB_D)

# Triangle of atoms 1 (A), 2 (B), 3 (A)
tri = np.array([[0.0, 0.0, 0.0], [2.8, 0.0, 0.0], [0.0, 3.2, 0.0]])
tsp = np.array([0, 1, 0])
t = two_pass(tri, tsp)
tri_num = numerical_forces(tri, tsp)
assert np.allclose(t["force"], tri_num, atol=1e-6)
assert np.allclose(t["virial"], numerical_virial(tri, tsp), atol=1e-6)
assert np.allclose(tri.T @ t["force"], t["virial"], atol=1e-10)
assert np.abs(tri_num.sum(0)).max() < 1e-6
assert np.abs(np.cross(tri, tri_num).sum(0)).max() < 1e-6
print("TRIANGLE 1=A 2=B 3=A")
for k in range(3):
    print(f"position {k+1} (angstrom):", *tri[k])
for k in range(3):
    p, q, r = t["i"][k], t["j"][k], t["r"][k]
    fi = radial(r, DENS_AMP[tsp[p]], DENS_BETA[tsp[p]])
    fj = radial(r, DENS_AMP[tsp[q]], DENS_BETA[tsp[q]])
    print(f"pair {p+1}-{q+1}: r = {r:.5f} angstrom, f_{p+1} = {fi:.6f}, "
          f"f_{q+1} = {fj:.6f}")
    print(f"  f_{p+1}', f_{q+1}' (1/angstrom): {t['slope_i'][k]:.6f} "
          f"{t['slope_j'][k]:.6f}")
    print(f"  F_{p+1}'f_{q+1}', F_{q+1}'f_{p+1}', phi', S (eV/angstrom):",
          vec([t[x][k] for x in ("part_i", "part_j", "phi_slope", "s")]))
print("densities 1,2,3:", " ".join(f"{x:.6f}" for x in t["rho"]))
print("embedding slopes F' 1,2,3 (eV):", vec(t["fp"]))
print(f"total energy (eV): {energy(tri, tsp):.5f}")
for k in range(3):
    print(f"force on {k+1} x,y (eV/angstrom): {vec(t['force'][k, :2])}"
          f" ; from energy differences: {vec(tri_num[k, :2])}")
w = t["virial"]
print("virial xx, yy, xy, trace (eV):",
      vec([w[0, 0], w[1, 1], w[0, 1], np.trace(w)]))

# Chain: does the force on atom 1 feel atoms beyond the cutoff?
spacing = 3.6
chain = np.zeros((4, 3))
chain[:, 0] = spacing * np.arange(4)
csp = np.array([0, 1, 0, 1])
reach = []
for n in (2, 3, 4):
    ref = numerical_forces(chain[:n], csp[:n])
    assert np.allclose(two_pass(chain[:n], csp[:n])["force"], ref, atol=1e-6)
    reach.append(ref[0, 0])
assert 2 * spacing > RC and 3 * spacing > 2 * RC
assert abs(reach[1] - reach[0]) > 1e-2
assert abs(reach[2] - reach[1]) < 1e-7
print(f"CHAIN A-B-A-B, spacing {spacing} angstrom")
print(f"distances 1-3, 1-4 (angstrom): {2*spacing:.1f} {3*spacing:.1f}")
print("x force on atom 1 with 2, 3, 4 atoms (eV/angstrom):", vec(reach))

# Disordered periodic alloy
rng = np.random.default_rng(7)
lattice, reps, shift = 4.0, 3, 0.15
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
corners = np.array(list(np.ndindex(reps, reps, reps)))
pos = lattice * (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3)
pos = pos + rng.uniform(-shift, shift, pos.shape)
natom = len(pos)
sp = rng.permutation(np.arange(natom) % 2)
cell = lattice * reps * np.eye(3)
volume = np.linalg.det(cell)
c = two_pass(pos, sp, cell)
ref = numerical_forces(pos, sp, cell)
wref = numerical_virial(pos, sp, cell)
force_error = np.abs(c["force"] - ref).max()
virial_error = np.abs(c["virial"] - wref).max()
one_pass_error = np.abs(c["one_pass_virial"] - wref).max()
assert force_error < 1e-6
assert virial_error < 1e-4 and one_pass_error < 1e-4

# Two plausible but wrong weightings must fail
own_only = scatter(natom, c["i"], c["j"], c["unit"],
                   c["part_i"] + c["phi_slope"], c["part_j"] + c["phi_slope"])
exchanged = (c["fp"][c["i"]] * c["slope_i"] + c["fp"][c["j"]] * c["slope_j"]
             + c["phi_slope"])
exchanged = scatter(natom, c["i"], c["j"], c["unit"], exchanged, exchanged)
own_error = np.abs(own_only - ref).max()
exchanged_error = np.abs(exchanged - ref).max()
assert own_error > 1e-2 and exchanged_error > 1e-2

# The atom sum of position times force is not the periodic virial
atom_sum = (pos * ref).sum()
assert abs(atom_sum - np.trace(wref)) > 1.0


# Frozen embedding slopes: right first derivative, wrong curvature
def frozen_energy(eta):
    rho, pair = density_and_pair_energy(pos * (1+eta), sp, cell * (1+eta))
    return (c["fp"] * rho).sum() + pair


def full_energy(eta):
    return energy(pos * (1 + eta), sp, cell * (1 + eta))


def first(fun, h=1e-5):
    return (fun(h) - fun(-h)) / (2 * h)


def second(fun, h=1e-3):
    return (fun(h) - 2 * fun(0.0) + fun(-h)) / h**2


assert abs(first(full_energy) - first(frozen_energy)) < 1e-3
full2, frozen2 = second(full_energy), second(frozen_energy)
density_rate = np.trace(c["tensor"], axis1=1, axis2=2)
missing = (embed_curvature(c["rho"], sp) * density_rate**2).sum()
# tolerance covers the finite stretch used in the second difference
assert abs((full2 - frozen2) / missing - 1) < 1e-3

print("PERIODIC ALLOY")
print(f"atoms: {natom}, B atoms: {sp.sum()}, pairs in range: {len(c['r'])}")
print(f"cubic lattice constant, cell edge, largest shift per axis "
      f"(angstrom): {lattice} {lattice*reps} {shift}")
print(f"density range: {c['rho'].min():.4f} to {c['rho'].max():.4f}")
print(f"largest force component (eV/angstrom): {np.abs(ref).max():.4f}")
print(f"largest force error, two-pass (eV/angstrom): {force_error:.1e}")
print(f"largest force error, partner term omitted (eV/angstrom): "
      f"{own_error:.4f}")
print(f"largest force error, donors exchanged (eV/angstrom): "
      f"{exchanged_error:.4f}")
print(f"virial trace, pair formula (eV): {np.trace(c['virial']):.4f}")
print(f"virial trace, strain differences (eV): {np.trace(wref):.4f}")
print(f"virial trace, one-pass tensors (eV): "
      f"{np.trace(c['one_pass_virial']):.4f}")
print(f"sum of position dot force over atoms (eV): {atom_sum:.4f}")
pressure = np.trace(c["virial"]) / (3 * volume)
print(f"static pressure: {pressure:.6f} eV/angstrom^3 = "
      f"{pressure * CHARGE * 1e30 / 1e9:.3f} GPa")
print(f"stretch curvature, full and frozen (eV): {full2:.2f} {frozen2:.2f}")
print(f"curvature difference, and sum F''(drho/deta)^2 (eV): "
      f"{full2 - frozen2:.2f} {missing:.2f}")
print("PASS")
```

Output:

```
r0, cutoff (angstrom): 2.8 5.0
density amplitudes A, B: 0.08 0.12  decay: 4.0 5.0
pair amplitudes AA, AB, BB (eV): 0.2 0.25 0.3
pair decay AA, AB, BB: 9.0 9.5 10.0
embedding C of A, B (eV): 2.0 3.0  D of A, B (eV): 0.0 0.5
TRIANGLE 1=A 2=B 3=A
position 1 (angstrom): 0.0 0.0 0.0
position 2 (angstrom): 2.8 0.0 0.0
position 3 (angstrom): 0.0 3.2 0.0
pair 1-2: r = 2.80000 angstrom, f_1 = 0.080000, f_2 = 0.120000
  f_1', f_2' (1/angstrom): -0.223377 -0.377922
  F_1'f_2', F_2'f_1', phi', S (eV/angstrom): 0.99335 1.16376 -1.18912 0.96799
pair 1-3: r = 3.20000 angstrom, f_1 = 0.024744, f_3 = 0.024744
  f_1', f_3' (1/angstrom): -0.076589 -0.076589
  F_1'f_3', F_3'f_1', phi', S (eV/angstrom): 0.20131 0.48346 -0.14781 0.53695
pair 2-3: r = 4.25206 angstrom, f_2 = 0.000353, f_3 = 0.000395
  f_2', f_3' (1/angstrom): -0.002045 -0.002148
  F_2'f_3', F_3'f_2', phi', S (eV/angstrom): 0.01119 0.01291 -0.00053 0.02357
densities 1,2,3: 0.144744 0.080395 0.025097
embedding slopes F' 1,2,3 (eV): -2.62845 -5.20986 -6.31235
total energy (eV): -1.64478
force on 1 x,y (eV/angstrom): 0.96799 0.53695 ; from energy differences: 0.96799 0.53695
force on 2 x,y (eV/angstrom): -0.98351 0.01774 ; from energy differences: -0.98351 0.01774
force on 3 x,y (eV/angstrom): 0.01552 -0.55469 ; from energy differences: 0.01552 -0.55469
virial xx, yy, xy, trace (eV): -2.75382 -1.77502 0.04967 -4.52884
CHAIN A-B-A-B, spacing 3.6 angstrom
distances 1-3, 1-4 (angstrom): 7.2 10.8
x force on atom 1 with 2, 3, 4 atoms (eV/angstrom): 0.74880 0.62141 0.62141
PERIODIC ALLOY
atoms: 108, B atoms: 54, pairs in range: 1986
cubic lattice constant, cell edge, largest shift per axis (angstrom): 4.0 12.0 0.15
density range: 0.8835 to 1.5938
largest force component (eV/angstrom): 5.7962
largest force error, two-pass (eV/angstrom): 9.6e-09
largest force error, partner term omitted (eV/angstrom): 0.9963
largest force error, donors exchanged (eV/angstrom): 0.4643
virial trace, pair formula (eV): 1564.0929
virial trace, strain differences (eV): 1564.0929
virial trace, one-pass tensors (eV): 1564.0929
sum of position dot force over atoms (eV): -85.3306
static pressure: 0.301715 eV/angstrom^3 = 48.340 GPa
stretch curvature, full and frozen (eV): 33638.09 22990.34
curvature difference, and sum F''(drho/deta)^2 (eV): 10647.75 10647.51
PASS
```
